\section*{The Saxon-Hutner-Luttinger theorem for mixed delta crystals}

\section{Common gaps of one-dimensional delta alloys}

\subsection{The alternating crystal}

Hartree atomic units are used. An electron moves on a line under equally spaced delta potentials,
\begin{equation}
H=-\frac12\frac{d^2}{dx^2}+\sum_n v_n\,\delta(x-na),
\label{eq:H}
\end{equation}
where $a>0$ is the spacing and each real strength $v_n$ is either $v_A$ or $v_B$. A positive strength is repulsive. Take first the crystal $ABAB\ldots$ and ask which energies it allows.

Between sites the potential vanishes and $\psi''=-2E\psi$. With $k=\sqrt{2E}$, define
\begin{equation}
c(y)=\cos ky,\qquad s(y)=\frac{\sin ky}{k},
\label{eq:cs}
\end{equation}
and write $c=c(a)$, $s=s(a)$. For $E<0$, with $k=i\kappa$, these become $\cosh\kappa y$ and $\sinh(\kappa y)/\kappa$; for $E=0$ they are $1$ and $y$. They are real in all cases, and $s'(y)=c(y)$.

Let $\psi_n=\psi(na)$, and let $\psi'_{n\pm}$ be the slopes just right and left of site $n$. Free motion to the right and to the left gives
\begin{equation}
\psi_{n+1}=c\,\psi_n+s\,\psi'_{n+},\qquad
\psi_{n-1}=c\,\psi_n-s\,\psi'_{n-}.
\label{eq:flight}
\end{equation}
Integrating $H\psi=E\psi$ over a vanishing interval around the site gives $-\frac12(\psi'_{n+}-\psi'_{n-})+v_n\psi_n=0$, so
\begin{equation}
\psi'_{n+}-\psi'_{n-}=2v_n\psi_n .
\label{eq:jump}
\end{equation}
Adding the two parts of \eqref{eq:flight} and inserting \eqref{eq:jump} yields
\begin{equation}
\psi_{n+1}+\psi_{n-1}=2f_n\psi_n,\qquad f_n=c+v_n s .
\label{eq:site}
\end{equation}
Denote the two possible values of $f_n$ by $f_A$ and $f_B$.

The alternating crystal has period $2a$. A Bloch wave gains the phase $e^{2iqa}$ over one period. If $\alpha$ and $\beta$ are its values at neighbouring $A$ and $B$ sites, with $B$ to the right of $A$, then \eqref{eq:site} gives
\begin{equation}
2f_A\alpha=(1+e^{-2iqa})\beta,\qquad
2f_B\beta=(1+e^{2iqa})\alpha .
\end{equation}
Suppose that $|f_A|>1$ and $|f_B|>1$. If either amplitude vanishes, so does the other. Otherwise multiply the equations and divide by $\alpha\beta$:
\begin{equation}
4f_Af_B=2+2\cos 2qa=4\cos^2qa
\quad\Longrightarrow\quad f_Af_B=\cos^2 qa .
\label{eq:alternate}
\end{equation}
For real $q$ the right side lies between $0$ and $1$. The left side exceeds $1$ if $f_A$ and $f_B$ have equal signs and is below $-1$ if their signs differ. Neither case permits a Bloch wave. Equal signs are therefore not needed. For a random sequence there is no Bloch phase, and the proof must work directly with \eqref{eq:site}.

\subsection{The statement and the pure crystals}

The spectrum must be defined without using periodicity. The domain of $H$ consists of square-integrable, continuous functions $u$ that obey \eqref{eq:jump} and whose second derivative, taken inside the cells, is square-integrable. On it, $Hu=-u''/2$ inside each cell. An energy $E$ is outside the spectrum if $(H-E)u=h$ has one solution $u$ in the domain for every square-integrable $h$, and $\|u\|\le\Gamma\|h\|$ with a finite constant $\Gamma$. Here $\|\cdot\|$ is the norm on the whole line.

\emph{Theorem.} If $E$ is outside the spectrum of pure crystal $A$ and outside that of pure crystal $B$, then it is outside the spectrum of \eqref{eq:H} for every sequence of $A$ and $B$.

The forbidden region below the lowest band counts as a gap here. The first task is to show that a pure crystal forbids $E$ only if $|f|>1$, where $f=c+vs$. Suppose instead that $|f|\le1$.

If $s\ne0$, choose a real $q$ with $\cos qa=f$. The site values $\psi_n=e^{iqna}$ obey \eqref{eq:site}. Since $s\neq0$, the first part of \eqref{eq:flight} fixes the slope $\psi'_{n+}$ and hence the wave in each cell. Equation \eqref{eq:site} then ensures the correct jump. This is a bounded Bloch solution.

If $s=0$, then $E>0$ and $ka=m\pi$ with a positive integer $m$, because $s>0$ for $E\le0$. The function $\sin kx$ vanishes at every site. It has no slope jump there and is again a bounded solution.

Multiply the bounded solution $\psi$ by a smooth cutoff $\chi(x/L)$ that is one near the origin and zero far away. The product obeys \eqref{eq:jump}, and
\begin{equation}
(H-E)(\chi\psi)=-\frac{1}{L}\chi'\psi'-\frac{1}{2L^2}\chi''\psi ,
\end{equation}
where primes on $\chi$ denote derivatives with respect to $x/L$. The region occupied by the cutoff has length proportional to $L$. The norm of the right side is thus at most of order $L^{-1}L^{1/2}$. The norm of $\chi\psi$ is of order $L^{1/2}$, because $|\psi|^2$ repeats periodically. Their ratio tends to zero as $L$ grows, so no finite $\Gamma$ exists. Thus $E$ belongs to the pure spectrum.

An energy in both gaps therefore satisfies
\begin{equation}
g=\min(|f_A|,|f_B|)>1,\qquad s\ne0 .
\label{eq:g}
\end{equation}
The second condition follows from the first: if $s=0$, then $f_A=f_B=\cos m\pi=\pm1$.

\subsection{Reduction of the driven problem to the sites}

Let \eqref{eq:g} hold, and let the sequence be arbitrary. To solve $(H-E)u=h$, separate the part driven inside the cells from the part carried by the site values:
\begin{equation}
u=w+\sum_n u_n\varphi_n,\qquad
\varphi_n(x)=\frac{s(a-|x-na|)}{s}\quad (|x-na|\le a).
\label{eq:split}
\end{equation}
Outside the stated interval $\varphi_n=0$. It equals one at site $n$ and zero at all other sites, and it solves the free equation inside each cell. The function $w$ vanishes at every site and solves $-w''/2-Ew=h$ inside the cells.

The equation for $w$ is solved by a sine series in each cell. The closed-cell levels are $E_m=\pi^2m^2/(2a^2)$, and the coefficients obey $w_m=h_m/(E_m-E)$. Since $s\ne0$, $E$ equals none of these levels. With $d=\min_m|E_m-E|>0$,
\begin{equation}
\|w\|\le \frac{\|h\|}{d}.
\label{eq:w}
\end{equation}

It remains to choose the $u_n$ so that the slopes jump correctly. Inside a cell $u''=-2Eu-2h$ and $\varphi_n''=-2E\varphi_n$, hence
\begin{equation}
(\varphi_nu'-u\varphi_n')'=-2\varphi_nh .
\label{eq:green}
\end{equation}
In the cell right of site $n$, the slope of $\varphi_n$ is $-c/s$ at the site and $-1/s$ at the far end. In the left cell it is $c/s$ at the site and $1/s$ at the far end. Integration of \eqref{eq:green} over the two cells gives
\begin{align}
\frac{u_{n+1}}{s}-u'_{n+}-\frac{c}{s}u_n
&=-2\int_{\rm right}\varphi_nh\,dx,\\
u'_{n-}-\frac{c}{s}u_n+\frac{u_{n-1}}{s}
&=-2\int_{\rm left}\varphi_nh\,dx .
\end{align}
Add these equations and multiply by $-s$:
\begin{equation}
2c\,u_n+s(u'_{n+}-u'_{n-})-u_{n+1}-u_{n-1}
=2s\int\varphi_nh\,dx .
\label{eq:beforejump}
\end{equation}
This identity holds for any choice of site values in \eqref{eq:split}. The required jump is $2v_nu_n$. Since $s\ne0$, it is obtained if and only if
\begin{equation}
(Ju)_n\equiv2f_nu_n-u_{n+1}-u_{n-1}=b_n,
\qquad b_n=2s\int\varphi_nh\,dx .
\label{eq:J}
\end{equation}

\subsection{Inversion for every sequence}

Use the norm $\|u\|_{\rm s}=(\sum_n|u_n|^2)^{1/2}$ for site values. Let $F$ multiply $u_n$ by $f_n$, and let $T$ shift the sequence by one site. Then
\begin{equation}
J=2F-T-T^{-1}
=2F\left[1-(2F)^{-1}(T+T^{-1})\right].
\label{eq:factor}
\end{equation}
A shift preserves the norm, so $T+T^{-1}$ has norm at most $2$. Because $|f_n|\ge g$ at every site, $(2F)^{-1}$ has norm at most $1/(2g)$. The product inside the bracket has norm at most $1/g<1$. The geometric series therefore inverts the bracket, and
\begin{equation}
\|J^{-1}\|\le\frac{1}{2g}\,\frac{1}{1-1/g}
=\frac{1}{2(g-1)}.
\label{eq:Jinv}
\end{equation}
The order of the atoms and the signs of the $f_n$ have dropped out. Physically, the coupling to two neighbours is too weak to balance the on-site term, however the neighbours are arranged.

The resulting $u$ must be square-integrable. The norm of $\varphi_n$ is the same for all $n$; call its square $N$. For $E\neq0$,
\begin{equation}
N=2\int_0^a\frac{s(y)^2}{s^2}\,dy
=\frac{a-\sin(2ka)/(2k)}{\sin^2ka}.
\label{eq:N}
\end{equation}
The Cauchy-Schwarz inequality gives $|b_n|^2\le4s^2N\int|h|^2dx$, with the integral over the two cells around site $n$. Summing over $n$ counts each cell twice:
\begin{equation}
\|b\|_{\rm s}\le2\sqrt2\,|s|\sqrt N\,\|h\| .
\label{eq:b}
\end{equation}
At a given point at most two functions $\varphi_n$ are nonzero. Since $|p+q|^2\le2|p|^2+2|q|^2$,
\begin{equation}
\left\|\sum_nu_n\varphi_n\right\|\le\sqrt{2N}\,\|u\|_{\rm s}.
\label{eq:overlap}
\end{equation}
Combining \eqref{eq:w}, \eqref{eq:Jinv}, \eqref{eq:b} and \eqref{eq:overlap},
\begin{equation}
\|u\|\le\Gamma\|h\|,\qquad
\Gamma=\frac1d+\frac{2|s|N}{g-1}.
\label{eq:Gamma}
\end{equation}
Inside the cells $u''=-2Eu-2h$ is also square-integrable, so $u$ belongs to the domain.

For uniqueness, let $u$ be a square-integrable solution with $h=0$. In each cell it is fixed by its two end values, because $s\ne0$. On this two-dimensional space, the sum of the squared end values is bounded by a constant times the integral of $|u|^2$ over the cell. The constant is the same for all cells. The site values are therefore square-summable, and $Ju=0$ forces them to vanish. Then $u=0$. This proves the theorem.

The bound also gives a clearance. Let $R=(H-E)^{-1}$, with $\|R\|\le\Gamma$. For another energy $z$,
\begin{equation}
H-z=\left[1-(z-E)R\right](H-E).
\end{equation}
The bracket is invertible by a geometric series when $|z-E|<1/\Gamma$. The spectrum is thus at least $1/\Gamma$ away from $E$. This guarantee shrinks to zero at an edge where $g\to1$.

\subsection{Growth and decay}

The site equation also controls the waves at a forbidden energy. Define $\mu>0$ by $\cosh\mu=g$. Start a solution of \eqref{eq:site} with $|\psi_n/\psi_{n-1}|\ge e^\mu$. Then
\begin{equation}
\left|\frac{\psi_{n+1}}{\psi_n}\right|
=\left|2f_n-\frac{\psi_{n-1}}{\psi_n}\right|
\ge2g-e^{-\mu}=e^\mu .
\label{eq:growth}
\end{equation}
The inequality reproduces itself at the next site. In a pure crystal, inserting $\psi_n\propto r^n$ in \eqref{eq:site} gives $r+1/r=2f$, so its growth rate per cell is $\operatorname{arccosh}|f|$. Every mixture therefore grows at least as fast as the slower pure crystal.

A decaying partner can be built from the growing solution:
\begin{equation}
\eta_n=\psi_nt_n,\qquad
t_n=\sum_{m=n}^{\infty}\frac{1}{\psi_m\psi_{m+1}} .
\label{eq:decay}
\end{equation}
Since $t_{n+1}=t_n-1/(\psi_n\psi_{n+1})$ and $t_{n-1}=t_n+1/(\psi_{n-1}\psi_n)$,
\begin{equation}
\eta_{n+1}+\eta_{n-1}
=(\psi_{n+1}+\psi_{n-1})t_n-\frac1{\psi_n}+\frac1{\psi_n}
=2f_n\eta_n .
\end{equation}
From $|\psi_m|\ge|\psi_n|e^{\mu(m-n)}$ it follows that $|\eta_n|\le e^{-\mu}/[(1-e^{-2\mu})|\psi_n|]$. This solution decays to the right at least as fast as $e^{-\mu n}$.

If $f_A$ and $f_B$ have equal signs, there is also an upper limit. Let $G=\max(|f_A|,|f_B|)$ and $\cosh M=G$. For positive $f$, a ratio $r$ between $e^\mu$ and $e^M$ is followed by $2f_n-1/r\le2G-e^{-M}=e^M$. For negative $f$, replacing $\psi_n$ by $(-1)^n\psi_n$ gives the same result. The growth then lies between the pure rates.

Opposite signs remove this upper limit. For $f_A=-f_B=g$, put $qa=\pi/2+i\lambda$ in \eqref{eq:alternate}. Then $\cos^2qa=-\sinh^2\lambda$, so $\sinh\lambda=g=\cosh\mu$. Since $\cosh\mu>\sinh\mu$, one has $\lambda>\mu$: the alternating crystal attenuates more strongly than either pure crystal.

\subsection{Where common gaps occur}

For $E>0$ write $\tan\theta_v=v/k$, with $|\theta_v|<\pi/2$. Then
\begin{equation}
f=\cos ka+\tan\theta_v\sin ka
=\frac{\cos(ka-\theta_v)}{\cos\theta_v}.
\end{equation}
The condition $|f|>1$ means that $ka-\theta_v$ lies within $|\theta_v|$ of an integer multiple $m\pi$. Hence
\begin{equation}
\begin{aligned}
v>0:&\quad m\pi<ka<m\pi+2\theta_v,\\
v<0:&\quad m\pi-2|\theta_v|<ka<m\pi .
\end{aligned}
\label{eq:windows}
\end{equation}
For two repulsive strengths, the window of the weaker one lies inside that of the stronger one at each $k$. The weaker atom sets the common gap.

For $v_A>0>v_B$, the windows extend from opposite ends of the interval $m\pi<ka<(m+1)\pi$. They overlap only if $2\theta_A+2|\theta_B|>\pi$. This requires $\tan\theta_A\tan|\theta_B|>1$, or
\begin{equation}
E<\frac{v_A|v_B|}{2}.
\label{eq:opposite}
\end{equation}
This is a necessary condition for a common gap at positive energy, not its upper edge.

The common gap is not simply a property of the average potential. Because $f$ is linear in $v$ at fixed $E$, the crystal with strength $(v_A+v_B)/2$ has $f=(f_A+f_B)/2$. Equal signs keep its magnitude at least $g$, and the average crystal also forbids $E$. With opposite signs the two values may cancel, and the average crystal may allow an energy that every alloy forbids.

The proof extends to more than two strengths, provided one number $g>1$ satisfies $|f_n|\ge g$ at all sites. An energy forbidden by only one species has no such protection.

\subsection{Two numerical alloys}

The parameters are round values for the model and represent no material. The spacing is $a=4$ bohr in both alloys.

Alloy I has $v_A=0.5$ and $v_B=1.0$ hartree bohr. Common gaps occur below the lowest bands and above every closed-cell level. The one studied here, just above the lowest bands, runs from $0.3084$ to $0.5145$ hartree, or $8.39$ to $14.00$ eV. The lower edge is the closed-cell level $E_1$, and the upper edge belongs to the weaker species, as \eqref{eq:windows} requires. At $E=0.4$ hartree, $k=0.8944$ bohr$^{-1}$, $c=-0.9064$ and $s=-0.4723$ bohr. Hence
\begin{equation}
\begin{aligned}
f_A&=-0.9064-0.5(0.4723)=-1.1425,\\
f_B&=-0.9064-0.4723=-1.3787.
\end{aligned}
\end{equation}
Thus $g-1=0.1425$. With $d=0.09157$ hartree and $N=20.02$ bohr, \eqref{eq:Gamma} gives
\begin{equation}
\Gamma=\frac1{0.09157}+\frac{2(0.4723)(20.02)}{0.1425}
\simeq144\ \text{hartree}^{-1}.
\end{equation}
The guaranteed clearance is $0.0070$ hartree. It is a cautious bound: in the random rings described below, the nearest levels were at $0.3084$ and $0.5253$ hartree. The lower one is $E_1$, whose wave $\sin(\pi x/a)$ vanishes at every site and so does not depend on the sequence.

Alloy II has $v_A=1$ and $v_B=-1$ hartree bohr. Besides the region below all bands, it has a common gap just above the lowest band of pure $B$. This gap, studied here, runs from $-0.4584$ to $0.1450$ hartree, or $-12.47$ to $3.94$ eV. The upper edge respects the limit $0.5$ hartree from \eqref{eq:opposite}. At $E=0.1$ hartree, $f_A=1.967$ and $f_B=-2.399$. Their mean is $-0.216$, so the average crystal, which is free space, allows this energy. The alloy forbids it, with a guaranteed clearance of $0.038$ hartree.

These conclusions were tested by diagonalizing the continuum Hamiltonian on rings of 48 cells. For each alloy, eight random sequences were closed both periodically and with a sign change, giving 16 spectra. None had a level inside the common gap studied. The proof applies to such rings because their shifts also preserve the norm. In alloy I, the same spectra contained 174 levels between $0.5145$ and $0.6549$ hartree, where only pure $B$ has a gap. A gap of one species alone therefore does not guarantee a gap for every sequence, although a particular order may still forbid such an energy.

Growth was followed through one chain of 20\,000 random cells, with $A$ and $B$ equally likely, at each of the two test energies. For alloy I the pure rates are $0.528$ and $0.845$ per cell, and the mixture gave $0.693$. For alloy II they are $1.298$ and $1.522$, and the mixture gave $1.466$. Both mixture rates vary by about $0.001$ from one chain of this length to another; averages over many chains are $0.695$ and $1.467$. The second result also lies between the pure rates, although the upper limit is not guaranteed for opposite signs. The remaining values are in the numerical output.

\subsection{Loss of the common grid}

Equal cell lengths alone are not sufficient. Let $A$ and $B$ cells contain the same delta, but place it half a cell further along in $B$. The pure crystals differ by a translation and have identical spectra. In the alternating crystal, however, the distances between deltas alternate between $\ell_1=3a/2$ and $\ell_2=a/2$.

Let $c_j=c(\ell_j)$ and $s_j=s(\ell_j)$. At a delta with $\ell_1$ on its right and $\ell_2$ on its left, the slopes follow from \eqref{eq:flight} with the appropriate lengths. The jump condition becomes
\begin{equation}
\frac{\psi_{\rm right}}{s_1}+\frac{\psi_{\rm left}}{s_2}
=D\psi,\qquad
D=\frac{c_1}{s_1}+\frac{c_2}{s_2}+2v .
\label{eq:offgrid}
\end{equation}
The other delta has the two lengths interchanged. Let $Q$ be the Bloch phase over the full period $2a$. Multiplying the two site equations, as in the first example, gives
\begin{equation}
D^2=\frac1{s_1^2}+\frac1{s_2^2}+\frac{2\cos Q}{s_1s_2},
\end{equation}
and therefore
\begin{equation}
\cos Q=\frac{(Ds_1s_2)^2-s_1^2-s_2^2}{2s_1s_2}.
\label{eq:Q}
\end{equation}
Take $a=1.5$ bohr, $v=1$ hartree bohr and $E=0.5$ hartree, so that $k=1$ bohr$^{-1}$. Both pure crystals have $f=1.068$ and forbid this energy. For the alternating crystal, \eqref{eq:Q} gives
\begin{equation}
\cos Q=\frac{1.4444-0.6054-0.4646}{1.0607}\simeq0.353 .
\end{equation}
A real Bloch phase exists, and the energy is allowed. In \eqref{eq:offgrid} the on-site coefficient is $D=2.27$ bohr$^{-1}$, while the neighbour coefficients add up to $2.75$ bohr$^{-1}$. The on-site term no longer outweighs its neighbours, which is the property that made \eqref{eq:factor} invertible. The proof of the theorem uses zero-range potentials placed on one common grid. This example shows that its conclusion can fail when the common grid is lost, so it cannot be assumed for arbitrary cell potentials of equal length.

\section*{Computed values}
\begin{verbatim}
spacing a = 4.0 bohr; ring of 48 cells
lowest closed-cell level = 0.30843 hartree
alloy I: upper gap edge of pure B = 0.65490 hartree
alloy I: v_A = 0.5, v_B = 1.0 hartree bohr
  common gap = 0.30843 to 0.51448 hartree
  common gap = 8.393 to 14.000 eV
  test energy E = 0.40 hartree; k = 0.89443 1/bohr
  f_A = -1.14254, f_B = -1.37868, g = 1.14254 (no unit)
  site-operator bound 2(g-1) = 0.28508 (no unit)
  smallest |eigenvalue| of J found = 0.33131 (no unit)
  distance to closed-cell level d = 0.09157 hartree
  norm squared of phi = 20.0174 bohr
  resolvent bound C = 143.569 1/hartree
  guaranteed clearance 1/C = 0.00697 hartree
  random rings: 16 spectra, levels in common gap: none
  nearest levels = 0.30843 and 0.52534 hartree
  periodic sequences tested = 2046
  smallest |trace|/2 = 1.14254 (no unit)
  pure growth rates A, B = 0.52778, 0.84491 per cell
  random growth rate = 0.6934 per cell
  random-chain length = 20000 cells
  levels found in gap of B only = 174
alloy II: v_A = 1.0, v_B = -1.0 hartree bohr
  common gap = -0.45841 to 0.14496 hartree
  common gap = -12.474 to 3.944 eV
  test energy E = 0.10 hartree; k = 0.44721 1/bohr
  f_A = 1.96678, f_B = -2.39945, g = 1.96678 (no unit)
  site-operator bound 2(g-1) = 1.93356 (no unit)
  smallest |eigenvalue| of J found = 2.06045 (no unit)
  distance to closed-cell level d = 0.20843 hartree
  norm squared of phi = 4.6919 bohr
  resolvent bound C = 25.988 1/hartree
  guaranteed clearance 1/C = 0.03848 hartree
  random rings: 16 spectra, levels in common gap: none
  nearest levels = -0.46026 and 0.14838 hartree
  periodic sequences tested = 2046
  smallest |trace|/2 = 1.96678 (no unit)
  pure growth rates A, B = 1.29756, 1.52183 per cell
  random growth rate = 1.4664 per cell
  random-chain length = 20000 cells
  average crystal (v = 0): f = -0.21633 (no unit)
off-grid case: a = 1.5 bohr, v = 1.0 hartree bohr
  E = 0.5 hartree
  half traces of pure crystals = 1.06823, 1.06823
  half trace of alternating crystal = 0.35298 (allowed)
\end{verbatim}
